# The Conservation Law of a One-Dimensional PT-Symmetric Scatterer: a numerical check

```python
"""
Result under test: for a local potential with V(x) = conj(V(-x)) and equal
leads, conj(r_L)*r_R = 1 - T, hence |T - 1| = sqrt(R_L*R_R).
r_L, r_R: reflection amplitudes for incidence from left and right;
t: transmission amplitude; T = |t|^2, R = |r|^2; k: lead wave number.
Algebra is in atomic units; inputs and printed numbers use eV and angstrom.
Im V < 0 is loss and Im V > 0 is gain. The origin is the scatterer's centre.
rho_L, rho_R: real signed reflections, rho = Im(r*conj(t))/|t|.
The amplitudes are found by wave matching, without using PT symmetry.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_A = const.physical_constants["Bohr radius"][0] / const.angstrom


def wave_number(energy_ev):
    return np.sqrt(2 * energy_ev / HARTREE_EV)


def layer_propagator(width, potential, energy):
    """Carry (psi, psi') across a uniform layer; atomic units."""
    q = np.sqrt(2 * (energy - potential) + 0j)
    c, s = np.cos(q * width), np.sin(q * width)
    return np.array([[c, s / q], [-q * s, c]])


def ode_propagator(potential, x_start, x_end, energy):
    """Carry (psi, psi') by direct integration of the wave equation."""
    def rhs(x, y):
        m = y.reshape(2, 2)
        return np.array([m[1], 2 * (potential(x) - energy) * m[0]]).ravel()
    sol = solve_ivp(rhs, (x_start, x_end), np.eye(2, dtype=complex).ravel(),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


def match_waves(propagator, half_width, k):
    """Return r_L, t_L, r_R, t_R from two separate matching problems."""
    plus = np.exp(1j * k * half_width)
    minus = 1 / plus
    right_mover = np.array([1, 1j * k])
    left_mover = np.array([1, -1j * k])
    # Left incidence: unknown r_L, t_L.
    a = np.column_stack([propagator @ left_mover * plus,
                         -right_mover * plus])
    r_left, t_left = np.linalg.solve(a, -propagator @ right_mover * minus)
    # Right incidence: unknown r_R, t_R.
    b = np.column_stack([-right_mover * plus,
                         propagator @ left_mover * plus])
    r_right, t_right = np.linalg.solve(b, left_mover * minus)
    return r_left, t_left, r_right, t_right


def scatter_layers(layers, energy_ev):
    """layers: list of (width in angstrom, complex potential in eV)."""
    total = np.eye(2, dtype=complex)
    for width, potential in layers:
        total = layer_propagator(width / BOHR_A, potential / HARTREE_EV,
                                 energy_ev / HARTREE_EV) @ total
    half = sum(width for width, _ in layers) / (2 * BOHR_A)
    return match_waves(total, half, wave_number(energy_ev))


def waves_in_two_layers(layers, energy_ev, distance):
    """psi_L and psi_R at -distance and +distance; equal layer widths."""
    energy, k = energy_ev / HARTREE_EV, wave_number(energy_ev)
    width = layers[0][0] / BOHR_A
    v1, v2 = layers[0][1] / HARTREE_EV, layers[1][1] / HARTREE_EV
    r_left, _, _, t_right = scatter_layers(layers, energy_ev)
    plus = np.exp(1j * k * width)
    left_start = np.array([1 / plus + r_left * plus,
                           1j * k * (1 / plus - r_left * plus)])
    right_start = t_right * plus * np.array([1, -1j * k])
    start = np.column_stack([left_start, right_start])
    middle = layer_propagator(width, v1, energy) @ start
    at_minus = np.array([(layer_propagator(width - d, v1, energy) @ start)[0]
                         for d in distance])
    at_plus = np.array([(layer_propagator(d, v2, energy) @ middle)[0]
                        for d in distance])
    return at_minus, at_plus


def signed_reflections(amplitudes):
    r_left, t, r_right, _ = amplitudes
    return np.array([(r_left * np.conj(t)).imag,
                     (r_right * np.conj(t)).imag]) / abs(t)


def law_gap(amplitudes):
    r_left, t, r_right, _ = amplitudes
    return abs(abs(t)**2 - 1) - abs(r_left * r_right)


# Smooth PT-symmetric potential, integrated without any layer formula.
def smooth_potential(x):
    y = x * BOHR_A / 3.0
    return (0.8 + 1.2j * y) * np.exp(-y**2) / HARTREE_EV


smooth_error = 0.0
smooth_half = 20.0 / BOHR_A
for energy_ev in (0.5, 2.0, 5.0):
    p = ode_propagator(smooth_potential, -smooth_half, smooth_half,
                       energy_ev / HARTREE_EV)
    rl, tl, rr, tr = match_waves(p, smooth_half, wave_number(energy_ev))
    errors = [abs(tl - tr), abs(np.conj(rl) * rr - 1 + abs(tl)**2),
              abs((rl * np.conj(tl)).real), abs((rr * np.conj(tl)).real),
              abs(law_gap((rl, tl, rr, tr)))]
    smooth_error = max(smooth_error, *errors)
assert smooth_error < 1e-7

# Worked example: loss layer on the left, gain layer on the right.
WIDTH, HEIGHT, GAIN = 5.0, 1.0, 1.0
pt_layers = [(WIDTH, HEIGHT - 1j * GAIN), (WIDTH, HEIGHT + 1j * GAIN)]
nodes, weights = np.polynomial.legendre.leggauss(40)
distance = (nodes + 1) * WIDTH / (2 * BOHR_A)
weights = weights * WIDTH / (2 * BOHR_A)

print(f"Layer width: {WIDTH:.1f} angstrom")
print(f"Real potential: {HEIGHT:.1f} eV")
print(f"Loss and gain strength |Im V|: {GAIN:.1f} eV")
print(f"Smooth potential, largest error: {smooth_error:.1e} (no unit)")

transmissions = []
for energy_ev in (2.0, 4.5):
    energy, k = energy_ev / HARTREE_EV, wave_number(energy_ev)
    amps = scatter_layers(pt_layers, energy_ev)
    rl, t, rr, t_reverse = amps
    T, RL, RR = abs(t)**2, abs(rl)**2, abs(rr)**2
    transmissions.append(T)
    assert abs(t - t_reverse) < 1e-10
    assert abs(np.conj(rl) * rr - (1 - T)) < 1e-10
    assert abs(law_gap(amps)) < 1e-10

    # Layer propagation against direct integration.
    w = WIDTH / BOHR_A
    v1, v2 = [v / HARTREE_EV for _, v in pt_layers]
    numerical = (ode_propagator(lambda x: v2, 0, w, energy)
                 @ ode_propagator(lambda x: v1, -w, 0, energy))
    assert np.allclose(match_waves(numerical, w, k), amps, atol=1e-7)

    # Flux balance from the wave functions inside the scatterer.
    minus, plus = waves_in_two_layers(pt_layers, energy_ev, distance)
    loss = 2 / k * v1.imag * (weights @ abs(minus)**2)
    gain = 2 / k * v2.imag * (weights @ abs(plus)**2)
    assert np.allclose(loss + gain, [RL + T - 1, RR + T - 1], atol=1e-9)

    # Eigenvalues by diagonalization against the real parametrization.
    rho = signed_reflections(amps)
    h = rho.sum() / 2
    moduli = np.sort(abs(np.linalg.eigvals([[rl, t], [t, rr]])))
    root = np.sqrt(1 - h**2 + 0j)
    expected = np.sort(abs(np.array([1j * h + root, 1j * h - root])))
    assert np.allclose(moduli, expected, atol=1e-8)
    assert abs(moduli.prod() - 1) < 1e-9

    print(f"Energy: {energy_ev:.1f} eV")
    print(f"  k: {k / BOHR_A:.5f} 1/angstrom")
    print(f"  T: {T:.6f}")
    print(f"  R_left, R_right: {RL:.6f}, {RR:.6f}")
    print(f"  |T-1|: {abs(T - 1):.6f}")
    print(f"  sqrt(R_left R_right): {np.sqrt(RL * RR):.6f}")
    print(f"  rho_L, rho_R: {rho[0]:.6f}, {rho[1]:.6f}")
    print(f"  Left input, loss and gain: {loss[0]:.6f}, {gain[0]:.6f}")
    print(f"  Left input, R+T-1: {RL + T - 1:.6f}")
    print(f"  Right input, loss and gain: {loss[1]:.6f}, {gain[1]:.6f}")
    print(f"  Right input, R+T-1: {RR + T - 1:.6f}")
    print(f"  h: {h:.6f}")
    print(f"  |S eigenvalues|: {moduli[0]:.6f}, {moduli[1]:.6f}")
assert transmissions[0] < 1 < transmissions[1]

# Find zeros of each reflection, then test whether T is one there.
scan = np.linspace(2.0, 8.0, 301)
rho_scan = np.array([signed_reflections(scatter_layers(pt_layers, e))
                     for e in scan])
zeros = []
for side in (0, 1):
    for i in range(len(scan) - 1):
        if rho_scan[i, side] * rho_scan[i + 1, side] < 0:
            e_zero = brentq(lambda e: signed_reflections(
                scatter_layers(pt_layers, e))[side],
                scan[i], scan[i + 1], xtol=1e-12)
            zeros.append((e_zero, side))
assert zeros
print("Reflectionless energies from 2 to 8 eV:")
for e_zero, side in sorted(zeros):
    rl, t, rr, _ = scatter_layers(pt_layers, e_zero)
    assert abs((rl, rr)[side]) < 1e-8
    assert abs(abs(t)**2 - 1) < 1e-8
    name = ("left", "right")[side]
    other = abs((rr, rl)[side])**2
    print(f"  {e_zero:.5f} eV, {name}; T {abs(t)**2:.6f}, other R {other:.6f}")

# Zero integrated Im V without PT symmetry.
non_pt = [(5.0, 1 - 1j), (2.5, 1 + 2j)]
assert abs(sum(width * v.imag for width, v in non_pt)) < 1e-12
non_pt_gaps = [law_gap(scatter_layers(non_pt, e)) for e in (2.0, 4.5)]
assert max(abs(g) for g in non_pt_gaps) > 1e-3
print("Non-PT, zero integral of Im V; |T-1|-sqrt(R_left R_right):")
print(f"  at 2.0 eV: {non_pt_gaps[0]:.6f}")
print(f"  at 4.5 eV: {non_pt_gaps[1]:.6f}")

# Weaker gain: quadrature of the PT defect against matched amplitudes.
energy_ev = 4.5
k = wave_number(energy_ev)
print("Weaker gain at 4.5 eV:")
for deficit in (0.01, 0.10):
    layers = [pt_layers[0], (WIDTH, HEIGHT + 1j * GAIN * (1 - deficit))]
    amps = scatter_layers(layers, energy_ev)
    rl, t, rr, _ = amps
    minus, plus = waves_in_two_layers(layers, energy_ev, distance)
    v1, v2 = [v / HARTREE_EV for _, v in layers]
    at_plus = (v2 - np.conj(v1)) * np.conj(minus[:, 0]) * plus[:, 1]
    at_minus = (v1 - np.conj(v2)) * np.conj(plus[:, 0]) * minus[:, 1]
    integral = weights @ (at_plus + at_minus) / (1j * k)
    defect = abs(t)**2 + np.conj(rl) * rr - 1
    assert abs(defect - integral) < 1e-9
    assert abs(defect) > 1e-5
    print(f"  gain deficit {100 * deficit:.0f} %: T {abs(t)**2:.6f}")
    print(f"    |T+conj(r_L)r_R-1|: {abs(defect):.6f}")
    print(f"    |T-1|-sqrt(R_left R_right): {law_gap(amps):.6f}")

# Gaussian spread of incident energy, averaging probabilities.
spread_ev = 0.1
z, average_weights = np.polynomial.hermite.hermgauss(21)
average_weights = average_weights / average_weights.sum()
samples = []
for e in energy_ev + np.sqrt(2) * spread_ev * z:
    rl, t, rr, _ = scatter_layers(pt_layers, e)
    samples.append([abs(t)**2, abs(rl)**2, abs(rr)**2])
mean_T, mean_RL, mean_RR = average_weights @ np.array(samples)
assert abs(mean_T - 1) <= np.sqrt(mean_RL * mean_RR) + 1e-12
print(f"Energy spread at 4.5 eV: {spread_ev:.1f} eV (rms)")
print(f"  |mean T-1|: {abs(mean_T - 1):.6f}")
print(f"  sqrt(mean R_left mean R_right): {np.sqrt(mean_RL * mean_RR):.6f}")
print("success")
```

Printed output:

```
Layer width: 5.0 angstrom
Real potential: 1.0 eV
Loss and gain strength |Im V|: 1.0 eV
Smooth potential, largest error: 7.4e-12 (no unit)
Energy: 2.0 eV
  k: 0.72453 1/angstrom
  T: 0.471405
  R_left, R_right: 0.050126, 5.574163
  |T-1|: 0.528595
  sqrt(R_left R_right): 0.528595
  rho_L, rho_R: -0.223889, -2.360967
  Left input, loss and gain: -1.077569, 0.599100
  Left input, R+T-1: -0.478469
  Right input, loss and gain: -3.946665, 8.992233
  Right input, R+T-1: 5.045568
  h: -1.292428
  |S eigenvalues|: 0.473667, 2.111189
Energy: 4.5 eV
  k: 1.08679 1/angstrom
  T: 1.140062
  R_left, R_right: 0.041606, 0.471498
  |T-1|: 0.140062
  sqrt(R_left R_right): 0.140062
  rho_L, rho_R: 0.203976, -0.686657
  Left input, loss and gain: -0.726917, 0.908585
  Left input, R+T-1: 0.181668
  Right input, loss and gain: -3.212104, 3.823664
  Right input, R+T-1: 0.611560
  h: -0.241341
  |S eigenvalues|: 1.000000, 1.000000
Reflectionless energies from 2 to 8 eV:
  3.55856 eV, left; T 1.000000, other R 1.180413
  6.38887 eV, left; T 1.000000, other R 0.024316
Non-PT, zero integral of Im V; |T-1|-sqrt(R_left R_right):
  at 2.0 eV: -0.120486
  at 4.5 eV: -0.108817
Weaker gain at 4.5 eV:
  gain deficit 1 %: T 1.121677
    |T+conj(r_L)r_R-1|: 0.014379
    |T-1|-sqrt(R_left R_right): -0.014369
  gain deficit 10 %: T 0.971091
    |T+conj(r_L)r_R-1|: 0.133954
    |T-1|-sqrt(R_left R_right): -0.076157
Energy spread at 4.5 eV: 0.1 eV (rms)
  |mean T-1|: 0.138668
  sqrt(mean R_left mean R_right): 0.139336
success
```
